\section*{Orbital and Pauli paramagnetism of a d band, estimated for vanadium}

\section*{Problem}

A transition metal has $n$ electrons per atom in a $d$ band of width $W$. Spin-orbit coupling is neglected, and the crystal is cubic, nonmagnetic and symmetric under inversion.

(a) Estimate the orbital (Kubo-Obata, or Van Vleck) susceptibility that arises because a magnetic field mixes occupied and empty $d$ states. How does it depend on $n$ and $W$, and how good is a law proportional to $n(10-n)/W$?

(b) Compare it with the Pauli spin susceptibility, using $n=4$ and a rough width $W=7$ eV for vanadium.

(c) A measured total susceptibility is to be used to find the exchange enhancement of the spin part. What happens if the orbital part is not removed first? Take a total of $3\times10^{-4}\ \mathrm{cm^3/mol}$, a rough measured size.

Gaussian units are used. Susceptibilities are molar. $L_z$ is measured in units of $\hbar$, and the Bohr magneton is $\mu_B=e\hbar/(2mc)$ with $e>0$.

\section*{Solution}

\subsection*{The orbital response as a sum over states}

An electron of charge $-e$ has kinetic energy $(\mathbf p+e\mathbf A/c)^2/(2m)$. With $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ and $\mathbf B$ along $z$, the term linear in the field is
\begin{equation}
\frac{e}{mc}\,\mathbf A\cdot\mathbf p
=\frac{e}{2mc}\,\mathbf B\cdot(\mathbf r\times\mathbf p)
=\mu_B B L_z .
\end{equation}
Here $\mathbf r$ is measured from the atom on which the $d$ orbital sits. This keeps the intra-atomic orbital moment. The field also changes the phases of the hopping between atoms, which gives Landau-Peierls and cross terms. These are left out, and their size is not estimated here.

The first-order energy vanishes. Take a crystal with one atom per primitive cell, as in the bcc structure. With time reversal and inversion, the Bloch Hamiltonian is then a real symmetric matrix in the basis of real $d$ orbitals, so a nondegenerate band has a real eigenvector $v$. In the same basis $L_z=-i\,\partial/\partial\varphi$ is imaginary and Hermitian, hence antisymmetric. Therefore
\begin{equation}
\langle L_z\rangle=\sum_{ab}v_a(L_z)_{ab}v_b=0 ,
\end{equation}
because the terms $ab$ and $ba$ cancel. The orbital moment is quenched, but the field can still admix empty states $u$ into occupied states $o$. The operator $L_z$ acts alike in every cell, so it connects states of the same $\mathbf k$. Second-order perturbation theory gives, per atom,
\begin{equation}
E_2=-\mu_B^2B^2\sum_{o,u}\frac{|\langle u|L_z|o\rangle|^2}{E_u-E_o}.
\end{equation}
The sum includes both spins and is averaged over $\mathbf k$. Since $E_2=-\tfrac12\chi B^2$, the molar susceptibility is
\begin{equation}
\chi_{\rm orb}=2N_A\mu_B^2\sum_{o,u}
\frac{|\langle u|L_z|o\rangle|^2}{E_u-E_o}.
\label{eq:sum}
\end{equation}
Each term is positive, so this contribution is paramagnetic. An estimate needs two things: the total strength of the matrix elements, and a typical energy denominator.

\subsection*{The strength}

The ten $d$ spin-orbitals have
\begin{equation}
\mathrm{Tr}\,L_z^2=2\,(4+1+0+1+4)=20 .
\end{equation}
At each $\mathbf k$ this trace equals the sum of $|\langle p|L_z|q\rangle|^2$ over all ordered pairs of states. The diagonal terms are zero, so the whole strength 20 lies in pairs of different states.

Now assume that the energies of the different bands at one $\mathbf k$ are statistically independent of each other and of the matrix elements. A state is occupied with probability $f=n/10$. An ordered pair then has its first member occupied and its second empty with probability $f(1-f)$, and
\begin{equation}
\sum_{o,u}|\langle u|L_z|o\rangle|^2\simeq 20f(1-f)=\frac{n(10-n)}{5}.
\label{eq:strength}
\end{equation}
This is the origin of the factor $n(10-n)$. An empty band has nothing to excite, and a full band has nowhere to excite it to.

\subsection*{The energy denominator}

Let the band be rectangular, with density $1/W$ per spin-orbital between energies $0$ and $W$. The Fermi energy is then $fW$. With $x=E_o/W$ and $y=E_u/W$, the independence assumption turns the sum in (\ref{eq:sum}) into
\begin{equation}
\sum_{o,u}\frac{|\langle u|L_z|o\rangle|^2}{E_u-E_o}
=\frac{20}{W}\int_0^f\!dx\int_f^1\!\frac{dy}{y-x}.
\end{equation}
The inner integral is $\ln(1-x)-\ln(f-x)$. For the outer one, $\int\ln t\,dt=t\ln t-t$ gives
\begin{align}
\int_0^f\ln(1-x)\,dx&=\int_{1-f}^{1}\ln t\,dt=-f-(1-f)\ln(1-f),\\
\int_0^f\ln(f-x)\,dx&=\int_0^f\ln t\,dt=f\ln f-f .
\end{align}
On subtraction the terms $-f$ cancel. What remains is
\begin{equation}
S(f)=-f\ln f-(1-f)\ln(1-f),
\end{equation}
and therefore
\begin{equation}
\boxed{\;\chi_{\rm orb}=\frac{40N_A\mu_B^2}{W}\,S(n/10)\;}
\label{eq:entropy}
\end{equation}
for the rectangular band with independent energies. The function $S$ has the form of a mixing entropy, but here it is simply the value of an energy integral.

To obtain the simpler law, put $f=\tfrac12+\delta$. Then
\begin{align}
S&=\ln2-2\delta^2+O(\delta^4),\\
4\ln2\,f(1-f)&=\ln2-4\ln2\,\delta^2 .
\end{align}
The two agree at half filling, but the coefficients of $-\delta^2$ differ: $2$ against $2.77$. Replacing $S$ by the parabola, with $f(1-f)=n(10-n)/100$, gives
\begin{equation}
\chi_{\rm orb}\simeq 1.6\ln2\;\frac{n(10-n)}{W}\,N_A\mu_B^2,
\qquad 1.6\ln2=1.109 .
\label{eq:parabola}
\end{equation}

For the integer fillings $n=2$ to $8$, the rectangular-band result (\ref{eq:entropy}) exceeds this law by less than 13\% of the law. The proportionality to $n(10-n)$ is thus an approximation even in the simplest model. For $f\to0$ it fails, since $S\simeq f[1+\ln(1/f)]$ while the parabola tends to $4\ln2\,f$. The logarithm comes from the step in the rectangular density: just above a nearly empty band edge one integrates $dE_u/E_u$. If the density instead rises as $\sqrt{E_u}$, the integrand becomes $E_u^{-1/2}$ and there is no such logarithm. Neither form should be trusted close to a band edge.

It is tempting to use the average gap as the denominator. The empty states are centred at $(1+f)W/2$ and the occupied ones at $fW/2$, so the average gap is $W/2$ at every filling. But (\ref{eq:sum}) contains the average of the inverse gap, which is never smaller than the inverse of the average gap. Combining $W/2$ with (\ref{eq:strength}) gives
\begin{equation}
\chi_{\rm orb}\ge 2N_A\mu_B^2\,\frac{n(10-n)}{5}\,\frac{2}{W}
=0.8\,\frac{n(10-n)}{W}N_A\mu_B^2 ,
\end{equation}
a lower bound within the rectangular model. The effective gap at half filling is the harmonic mean, $W/(4\ln2)=0.36\,W$.

\subsection*{The Pauli term}

Let $N(E_F)$ be the density of states per atom for both spins. The field shifts the two spin species by $\pm\mu_BB$. Each has density $N(E_F)/2$, so the difference of their populations is $N(E_F)\mu_BB$. Each unpaired spin contributes a moment $\mu_B$, and
\begin{equation}
\chi_P=N_A\mu_B^2N(E_F).
\end{equation}
This is the bare value, without exchange. A rectangular band has $N(E_F)=10/W$, so that
\begin{equation}
\frac{\chi_{\rm orb}}{\chi_P}=4S(n/10),
\end{equation}
which is $2.69$ at $n=4$. The width has cancelled: a narrow band enhances both terms equally. The physical difference is that $\chi_P$ uses the states at the Fermi level, whereas $\chi_{\rm orb}$ uses pairs of states throughout the band.

\subsection*{A band with structure}

The independence assumption can be examined in a bcc model with five $d$ orbitals per atom. It has hopping to first and second neighbours, in the ratios $dd\sigma:dd\pi:dd\delta=-6:4:-1$, decaying with distance as $R^{-5}$. Its width is defined through the variance $\mu_2$ of the band energies. A rectangular band has $\mu_2=W^2/12$, so $W=\sqrt{12\mu_2}$ is the width of the rectangular band with the same variance. The full $\mathbf k$-sum (\ref{eq:sum}), with a thermal smearing of $0.01\,W$, gives the following values. Both susceptibilities are per atom in units of $\mu_B^2/W$, and $N(E_F)$ is in units of $1/W$.

\begin{center}
\begin{tabular}{ccccc}
\hline
$n$ & law (\ref{eq:parabola}) & bcc $\chi_{\rm orb}$ & bcc $N(E_F)$ & $\chi_{\rm orb}/\chi_P$\\
\hline
2 & 17.7 & 13.1 & 14.7 & 0.9\\
3 & 23.3 & 21.6 & 10.6 & 2.0\\
4 & 26.6 & 32.5 & 3.0 & 11\\
5 & 27.7 & 35.4 & 8.2 & 4.3\\
6 & 26.6 & 34.5 & 19.4 & 1.8\\
7 & 23.3 & 32.5 & 28.3 & 1.2\\
8 & 17.7 & 22.3 & 21.6 & 1.0\\
\hline
\end{tabular}
\end{center}

The law reproduces the size and the broad maximum. The tabulated bcc values lie between 26\% below and 40\% above it, relative to the law. For $n\le6$ the orbital values change by about 1\% or less when the smearing is varied between $0.004\,W$ and $0.02\,W$. At $n=7$ and $8$, where the density of states is highest, the shift is larger. A smearing of $0.004\,W$ raises $\chi_{\rm orb}$ to about $34.2$ and $23.4$ and $N(E_F)$ to about $35$ and $26$. The upper deviation from the law becomes 47\% at $0.004\,W$ and 31\% at $0.02\,W$. They are not symmetric under $n\to10-n$, as the law is. With this smearing, the density of states varies by nearly a factor of ten over the same fillings. It has a deep dip at $n=4$, where $\chi_{\rm orb}$ shows no corresponding dip. This is the difference between a Fermi-level quantity and a sum over the band.

At $n=4$ the agreement rests partly on two errors that compensate. The bcc strength is $7.64$, against $4.8$ from (\ref{eq:strength}), a factor of $1.59$. The harmonic mean gap is $0.471\,W$. In the rectangular model it is $2\times4.8/26.9=0.357\,W$, which makes the bcc gap larger by a factor of $1.32$. The susceptibility is therefore larger by $1.59/1.32\simeq1.2$ than the rectangular-band value $26.9$.

There is a limit to how large the strength can become. Extending the sum over $u$ to all states can only add positive terms, so
\begin{equation}
\sum_{o,u}|\langle u|L_z|o\rangle|^2\le\sum_o\langle o|L_z^2|o\rangle
=\frac13\sum_o\langle o|\mathbf L^2|o\rangle=\frac{6n}{3}=2n .
\end{equation}
The first equality uses cubic symmetry after the sum over $\mathbf k$, and the second uses $l(l+1)=6$. For $n=4$ the limit is $8$, and the bcc model reaches 96\% of it. Acting on an occupied state, $L_z$ leads almost entirely to empty states. This cannot be explained by correlations among the band energies alone. If $m$ of the five bands are occupied for each spin at some $\mathbf k$, matrix elements uncorrelated with the energies would give an average strength $m(5-m)$, which is at most $6$. The value $7.64$ is larger, so the band energies are also correlated with the matrix elements, contrary to the simple assumption.

\subsection*{Numbers for vanadium}

The conversion factor is $N_A\mu_B^2=3.233\times10^{-5}\ \mathrm{cm^3\,eV/mol}$. With $n=4$ and $W=7$ eV, the law (\ref{eq:parabola}) gives
\begin{equation}
\chi_{\rm orb}\simeq1.109\times\frac{4\times6}{7}\times3.233\times10^{-5}
=1.2\times10^{-4}\ \mathrm{cm^3/mol},
\end{equation}
or $1.5\times10^{-9}\ \mathrm{m^3/mol}$ in SI units. The gap $W/2$ would give $0.9\times10^{-4}\ \mathrm{cm^3/mol}$, and the bcc sum gives $1.5\times10^{-4}\ \mathrm{cm^3/mol}$. The bcc bands span $1.21\,W$ from edge to edge, so reading 7 eV as their full width would raise the bcc value by about a fifth. The rectangular band has $N(E_F)=10/7=1.43$ states per eV and atom, so
\begin{equation}
\chi_P=1.43\times3.233\times10^{-5}=4.6\times10^{-5}\ \mathrm{cm^3/mol}.
\end{equation}
The orbital term is more than twice the bare Pauli term.

The bcc model gives a much smaller Pauli term, $1.4\times10^{-5}\ \mathrm{cm^3/mol}$, and a ratio of 11. This should not be read as a property of vanadium. It reflects the dip at $n=4$, where the model has only $0.42$ states per eV and atom. Vanadium has a high density of states, very roughly 2 per eV and atom. A plausible but untested reason for the discrepancy is that a two-shell model without $s$ states puts the dip at the wrong electron count. The orbital sum depends on the filling much less than the Fermi-level density does, but it is not independent of it. At $n=3.5$, with a smearing of $0.004\,W$, the model gives $\chi_{\rm orb}=26.6\,\mu_B^2/W$, or $1.2\times10^{-4}\ \mathrm{cm^3/mol}$, and $1.2$ states per eV and atom, still below the rough value for vanadium. The model thus indicates the size of the orbital sum, $1.2$ to $1.5\times10^{-4}\ \mathrm{cm^3/mol}$ for $n$ between $3.5$ and $4$, while its Fermi-level density at $n=4$ is not usable.

The comparison can be made without choosing a band shape for the Pauli term. From (\ref{eq:parabola}),
\begin{equation}
\frac{\chi_{\rm orb}}{\chi_P}\simeq
\frac{1.109\times24/7}{N(E_F)}=\frac{3.8}{N(E_F)},
\end{equation}
with $N(E_F)$ in states per eV and atom. The orbital estimate exceeds the bare Pauli term as long as $N(E_F)<3.8$. The rough density just quoted puts the ratio near 2. That the two terms are comparable therefore does not depend on the dip in the bcc model.

\subsection*{Why the orbital part is subtracted first}

In Stoner mean-field theory, a population difference $s$ between the spins adds an exchange shift $\pm Is/2$ to the Zeeman shift, where $I$ is the exchange parameter. Hence
\begin{equation}
s=N(E_F)\left(\mu_BB+\frac{Is}{2}\right),\qquad
\chi_{\rm spin}=\frac{\chi_P}{1-IN(E_F)/2}\equiv\eta\,\chi_P .
\end{equation}
The Stoner product is $IN(E_F)/2=1-1/\eta$. This exchange shift acts on the spin polarization. In the present approximation the orbital term is not enhanced.

The total also contains the diamagnetism of the closed shells. The part of the kinetic energy quadratic in the field is $e^2B^2(x^2+y^2)/(8mc^2)$. For a spherical ion $\langle x^2+y^2\rangle=\tfrac23\langle r^2\rangle$, and comparison with $-\tfrac12\chi B^2$ gives
\begin{equation}
\chi_{\rm core}=-\frac{N_Ae^2}{6mc^2}\sum_i\langle r_i^2\rangle .
\end{equation}
A restricted Hartree-Fock calculation of the free V$^{5+}$ ion in the def2-TZVP basis gives $\sum_i\langle r_i^2\rangle=8.9$ bohr$^2$ and $\chi_{\rm core}=-0.07\times10^{-4}\ \mathrm{cm^3/mol}$. These values come from a single basis set, whose convergence was not tested. They leave out electron correlation, the effect of the solid, and the diamagnetism of the $d$ electrons themselves, which is not computed here and is expected to be of the same order as the core term. Both diamagnetic terms are small beside the total of $3\times10^{-4}\ \mathrm{cm^3/mol}$.

The enhancement follows from
\begin{equation}
\eta=\frac{\chi_{\rm total}-\chi_{\rm core}-\chi_{\rm orb}}{\chi_P}.
\end{equation}
If $\chi_{\rm orb}$ is forgotten, the inferred value becomes
\begin{equation}
\eta'=\eta+\frac{\chi_{\rm orb}}{\chi_P}.
\end{equation}
The error in $\eta$ is the ratio found in part (b), whatever the true exchange. With the law (\ref{eq:parabola}) and the rectangular-band Pauli term, in units of $10^{-4}\ \mathrm{cm^3/mol}$,
\begin{align}
\eta'&=\frac{3.00+0.07}{0.462}\simeq6.6,\\
\eta&=\frac{3.00+0.07-1.23}{0.462}\simeq4.0 .
\end{align}
The corresponding Stoner products are $0.85$ and $0.75$. Forgetting the orbital term makes the metal look considerably closer to ferromagnetism, which occurs in this theory when the product reaches 1.

The spin part left after subtraction is $1.8\times10^{-4}\ \mathrm{cm^3/mol}$. The orbital term is thus about two thirds of even the enhanced spin term. With the bcc orbital sum the remainder is $1.6\times10^{-4}\ \mathrm{cm^3/mol}$, and the two are nearly equal.

These enhancements illustrate the subtraction and do not determine vanadium's exchange parameter. They inherit the rough total, the assumed width and filling, and the neglect of $s$ electrons and intersite currents. They also depend directly on $N(E_F)$: dividing by the small bcc Pauli term would give $22$ and $13.5$ instead of $6.6$ and $4.0$, and the second value becomes $11.5$ if the bcc orbital sum is subtracted in place of the law. A quantitative analysis needs a realistic density of states as well as a computed orbital term.

\subsection*{What was checked}

Numerical quadrature confirms the integral $S(f)$. An explicit sum over random real orbitals with independent uniform energies gives $27.5\,\mu_B^2/W$ at $n=4$, against $26.9$ from (\ref{eq:entropy}); the test allows a deviation of 4\%. In the bcc model, second derivatives of the grand potential with respect to an orbital field and a spin field agree with the formulas for $\chi_{\rm orb}$ and $\chi_P$ within the allowed 0.2\%. At $n=4$ both quantities change by less than 5\% between two $\mathbf k$-meshes. The quadrature, field-derivative and mesh comparisons are asserted in the program and their values are not printed. The spin part, enhancements and Stoner products at the end of the output use the bcc orbital and Pauli terms; the rectangular-band values $6.6$ and $4.0$ follow from the arithmetic shown above.

\section*{Computed values}
\begin{verbatim}
d electrons per atom n: 4
rough band width W: 7.0 eV
smearing kT: 0.070 eV
Bohr magneton: 9.2740e-21 erg/G
NA muB^2 per eV: 3.2328e-05 cm^3/mol
S(0.4): 0.6730
coefficient 1.6 ln2: 1.1090
harmonic mean gap at half filling: 0.3607 W
random-orbital chi, n=4: 27.46 muB^2/W
rectangular-band chi, n=4: 26.92 muB^2/W
rectangular orbital/Pauli ratio, n=4: 2.692
bcc model, per atom: n, chi_orb and estimate (muB^2/W), N(EF) (1/W)
  2  13.11  17.74  14.67
  3  21.58  23.29  10.58
  4  32.45  26.62  2.96
  5  35.39  27.73  8.23
  6  34.53  26.62  19.36
  7  32.53  23.29  28.27
  8  22.30  17.74  21.64
bcc edge-to-edge width on mesh: 1.208 W
bcc occupied-empty strength, n=4: 7.641
independent-occupation strength, n=4: 4.800
bcc harmonic mean gap, n=4: 0.471 W
bcc N(EF), n=4: 0.423 states/eV/atom
orbital estimate with gap W/2: 8.867e-05 cm^3/mol
orbital estimate n(10-n): 1.229e-04 cm^3/mol
orbital estimate with S(f): 1.243e-04 cm^3/mol
orbital term, bcc k-sum: 1.499e-04 cm^3/mol
bare Pauli term, bcc: 1.367e-05 cm^3/mol
orbital/Pauli ratio, bcc: 10.964
V5+ sum of <r^2>: 8.948 bohr^2
V5+ core diamagnetism: -7.087e-06 cm^3/mol
rough total susceptibility: 3.0e-04 cm^3/mol
spin part after subtraction: 1.572e-04 cm^3/mol
enhancement, orbital term forgotten: 22.47
enhancement, orbital term subtracted: 11.50
Stoner product, orbital term forgotten: 0.955
Stoner product, orbital term subtracted: 0.913
\end{verbatim}
